\section*{Space-Charge-Limited Current with Traps Uniform in Energy, part 1}

(Sections cited here and not found follow in the second part.)

\section{The calculation with uniform charge}

Q: A film full of traps lies between two electron-supplying contacts. I can believe that injected electrons get stuck, and that the current is therefore small. I do not see why it should follow any simple law in the voltage. What exactly is the model?

A: The film has thickness $L$ and carries electrons only. Let $x$ run from the cathode at $x=0$ to the anode at $x=L$. The state is steady, the mobility $\mu$ of free electrons and the permittivity $\varepsilon$ are constants, and diffusion is dropped for now. The traps have a constant density $H$ per volume and per energy in a band of energies around the equilibrium Fermi level $F_0$.

Energies are in eV and $H$ is in $\mathrm{cm^{-3}\,eV^{-1}}$. The symbol $kT$ means the thermal energy in eV, which is numerically the thermal voltage in volts. The elementary charge $q$ is positive.

Q: The bands tilt when a voltage is applied. Relative to what is $F_0$ fixed?

A: Relative to the local conduction-band edge. The trap levels move up and down with that edge, so all energies in the filling problem are measured from it. Under bias the occupation at position $x$ is described by a quasi-Fermi level $F$, also measured from the local edge. The quantity that matters is the shift
\begin{equation}
\Delta F = F-F_0 .
\end{equation}
Using one $F$ for both free and trapped electrons assumes that traps exchange electrons with the band quickly enough to be in equilibrium with it. A separate assumption is that electrons do not move directly from trap to trap, so that the free electrons alone carry the current.

Q: Then how many electrons are trapped? At finite temperature the occupation is smeared, so I expect more than $H$ times the shift.

A: The smearing moves with the level, and that removes it from the difference. With trap energy $u$ the occupation is
\begin{equation}
f(u,F)=\frac{1}{1+e^{(u-F)/kT}}
=\frac{e^{-(u-F)/kT}}{1+e^{-(u-F)/kT}} .
\end{equation}
The last form is, apart from a factor $-kT$, the derivative of the logarithm of its own denominator. For a trap band from $u_1$ to $u_2$ this gives
\begin{align}
\int_{u_1}^{u_2} f\,du
&=\Bigl[-kT\ln\bigl(1+e^{-(u-F)/kT}\bigr)\Bigr]_{u_1}^{u_2}\nonumber\\
&=kT\ln\bigl(1+e^{(F-u_1)/kT}\bigr)-kT\ln\bigl(1+e^{-(u_2-F)/kT}\bigr).
\end{align}
In the first logarithm take out the large exponential, using $\ln(1+e^{z})=z+\ln(1+e^{-z})$:
\begin{equation}
\int_{u_1}^{u_2} f\,du=F-u_1+kT\ln\frac{1+e^{-(F-u_1)/kT}}{1+e^{-(u_2-F)/kT}} .
\end{equation}
If $F$ is several $kT$ away from both edges, the last term is exponentially small. The same holds for $F_0$. Subtracting the two integrals cancels $u_1$ and leaves
\begin{equation}
n_t=H\int_{u_1}^{u_2}\bigl[f(u,F)-f(u,F_0)\bigr]du = H\,\Delta F ,
\label{eq:fill}
\end{equation}
up to those edge terms. Here $n_t$ is the trapped density in excess of equilibrium.

Q: Why is only the excess counted as charge?

A: Without injection the film is taken to be neutral: the electrons already in the traps are balanced by fixed background charge. Only what is added produces space charge. The free electrons add $n-n_0$ to it, where $n$ is the free density and $n_0$ its value without injection. I neglect $n-n_0$ beside $n_t$ here.

Q: You neglect the free electrons, yet they carry the current.

A: They are neglected as charge and kept as carriers. As long as they are nondegenerate, with effective band density $N_c$ and band edge $u_c$,
\begin{equation}
n=N_c e^{-(u_c-F)/kT},\qquad n_0=N_c e^{-(u_c-F_0)/kT},
\end{equation}
and division gives
\begin{equation}
n=n_0\,e^{\Delta F/kT}.
\label{eq:free}
\end{equation}
The contrast between \eqref{eq:fill} and \eqref{eq:free} is the heart of the problem. Trapped charge grows linearly with the shift, and free charge grows exponentially with it. If electrostatics fixes the trapped charge in proportion to the voltage, the voltage must appear in an exponent.

Q: Electrostatics fixes it only if you know where the charge sits.

A: That is where the approximation enters: take $n_t$ to be the same at every $x$. For the signs, the anode is positive, so the electric field points towards the cathode and its $x$ component is $-E$, with $E\ge 0$. Gauss's law for the charge density $-qn_t$ reads
\begin{equation}
\frac{d(-E)}{dx}=-\frac{qn_t}{\varepsilon}
\quad\Longrightarrow\quad
\frac{dE}{dx}=\frac{qn_t}{\varepsilon}.
\end{equation}
A cathode that supplies electrons freely is idealized by $E(0)=0$. A cathode that could not meet the demand would leave a finite field there. Integrating with uniform $n_t$,
\begin{equation}
E(x)=\frac{qn_t}{\varepsilon}x,\qquad
V=\int_0^L E\,dx=\frac{qn_tL^2}{2\varepsilon}.
\label{eq:poisson}
\end{equation}
Hence
\begin{equation}
n_t=\frac{2\varepsilon V}{qL^2}.
\label{eq:nt}
\end{equation}

Q: I would have treated the film as a capacitor. The charge per area is then $\varepsilon V/L$, and dividing by $qL$ gives half your density. Which is right?

A: The capacitor formula places all the negative charge at the cathode. To see what happens otherwise, integrate the voltage by parts for any charge distribution with $E(0)=0$:
\begin{align}
V&=\bigl[xE\bigr]_0^L-\int_0^L x\frac{dE}{dx}\,dx
=L\int_0^L\frac{dE}{dx}\,dx-\int_0^L x\frac{dE}{dx}\,dx\nonumber\\
&=\frac{q}{\varepsilon}\int_0^L (L-x)\,n_t(x)\,dx .
\label{eq:moment}
\end{align}
Each charge contributes in proportion to its distance from the anode. For uniform charge the mean distance is $L/2$, so twice the capacitor charge is needed for the same voltage. Since this factor 2 will stand in an exponent, it cannot be dropped as a detail of the geometry.

Q: Fine. The shift of the Fermi level is then just a division?

A: Yes. Put \eqref{eq:nt} into \eqref{eq:fill}:
\begin{equation}
\Delta F=\frac{n_t}{H}=\frac{2\varepsilon V}{qHL^2}.
\label{eq:shift}
\end{equation}
The unit is that of a density divided by a density per eV, so it is eV. Equation \eqref{eq:free} becomes
\begin{equation}
n=n_0\exp\left(\frac{2\varepsilon V}{qHkT\,L^2}\right).
\end{equation}

Q: Now the current. The drift current density is $J=q\mu nE$. Your $n$ is uniform and your $E$ grows with $x$, so $J$ would grow from zero at the cathode. A steady current cannot do that.

A: The objection is correct. The uniform charge violates current continuity locally: the product $q\mu nE$ is zero at the cathode and twice its mean at the anode. What can be satisfied is the average of the drift equation. The true $J$ does not depend on $x$, so it equals its own average over the film,
\begin{equation}
J=\frac1L\int_0^L q\mu nE\,dx .
\end{equation}
With uniform $n$ the density comes out of the integral, and the remaining integral is $V$:
\begin{equation}
J=q\mu n\frac{V}{L}.
\end{equation}
Inserting $n$ gives
\begin{equation}
J_u=q\mu n_0\frac{V}{L}\exp\left(\frac{aV}{L^2}\right),\qquad
a=\frac{2\varepsilon}{qHkT}.
\label{eq:main}
\end{equation}
The subscript $u$ marks the uniform-charge result. Whether the broken continuity spoils it has to be settled by a calculation that does not assume uniform charge.

Q: Before that, let me read the formula. Is $J$ proportional to $V\exp(aV/L^2)$, with $a$ inversely proportional to temperature and to trap density?

A: Yes, at fixed $L$ and $T$. If the thickness changes, the factor $1/L$ in front changes too. If the temperature changes, so does $n_0$, and usually strongly. The statement $a\propto 1/(TH)$ concerns the exponent alone, with $\varepsilon$ held fixed.

The thickness dependence can be put in a compact form. Dividing \eqref{eq:main} by $L$ gives
\begin{equation}
\frac{J_u}{L}=q\mu n_0\frac{V}{L^2}\exp\left(\frac{aV}{L^2}\right).
\end{equation}
In this model, films of one material at one temperature but of different thickness fall on one curve when $J/L$ is plotted against $V/L^2$.

Q: Doesn't a smaller exponent at higher temperature mean that heating lowers the current?

A: Not in general. Write $n_0$ out and combine the exponents:
\begin{equation}
J_u=q\mu N_c\frac{V}{L}\exp\left[-\frac{(u_c-F_0)-\Delta F}{kT}\right].
\label{eq:activation}
\end{equation}
The voltage lowers the activation energy by $\Delta F$, which by \eqref{eq:shift} does not depend on temperature. While $F$ remains below the band edge, the bracket is negative and heating raises the current, if $\mu$, $N_c$ and $u_c-F_0$ stay fixed. The rise is weaker at high voltage because less activation energy is left.

Q: And at low voltage? An exponential law should not survive there.

A: The formula turns into Ohm's law. For $aV/L^2\ll1$ the exponential is nearly 1 and $J_u\approx q\mu n_0V/L$. The logarithmic slope shows the change. Since $\ln J_u=\text{const}+\ln V+aV/L^2$ at fixed $L$ and $T$,
\begin{equation}
\frac{d\ln J_u}{d\ln V}=V\frac{d\ln J_u}{dV}=1+\frac{aV}{L^2}.
\end{equation}
The slope is 1 at low voltage, reaches 2 at the bend voltage $V=L^2/a$, and keeps growing. A power law would have a constant slope.

Q: Show me numbers, for a film that someone might make.

A: Take round parameters in the regime of undoped hydrogenated amorphous silicon between n-type contacts. They are rough and describe no particular sample:
\begin{itemize}
\item relative permittivity 12, $\mu=10~\mathrm{cm^2/Vs}$, $L=3000$~nm;
\item $H=10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$ from $0.40$~eV below to $0.40$~eV above $F_0$;
\item $N_c=10^{20}~\mathrm{cm^{-3}}$, $u_c-F_0=0.65$~eV, $T=300$~K.
\end{itemize}
Then $kT=0.02585$~eV and
\begin{equation}
n_0=10^{20}\,e^{-0.65/0.02585}~\mathrm{cm^{-3}}
=1.20\times10^{9}~\mathrm{cm^{-3}} .
\end{equation}
In centimetre units, $\varepsilon=12\times8.854\times10^{-14}$~F/cm, so
\begin{equation}
a=\frac{2\times12\times8.854\times10^{-14}}
{1.602\times10^{-19}\times10^{16}\times0.02585}
=5.13\times10^{-8}~\mathrm{cm^2/V}.
\end{equation}
With $L^2=9\times10^{-8}~\mathrm{cm^2}$ the bend voltage is $L^2/a=1.75$~V. At 10~V,
\begin{align}
\frac{aV}{L^2}&=\frac{5.13\times10^{-8}\times10}{9\times10^{-8}}=5.70,\\
\Delta F&=5.70\times0.02585~\mathrm{eV}=0.147~\mathrm{eV},\\
n_t&=10^{16}\times0.147~\mathrm{cm^{-3}}=1.47\times10^{15}~\mathrm{cm^{-3}},\\
n&=1.20\times10^{9}\,e^{5.70}~\mathrm{cm^{-3}}=3.6\times10^{11}~\mathrm{cm^{-3}}.
\end{align}
The current density follows from $V/L=3.33\times10^4$~V/cm:
\begin{equation}
J_u=1.602\times10^{-19}\times10\times3.6\times10^{11}\times3.33\times10^4
~\mathrm{A/cm^2}=0.019~\mathrm{A/cm^2}.
\end{equation}

Q: Does the filling rule really hold here? Your trap band is finite and the film is warm.

A: At 10~V the quasi-Fermi level is still $0.40-0.147=0.253$~eV below the top of the trap band, nearly ten $kT$. Numerical integration of the two Fermi functions over the finite band gives $1.4737\times10^{15}~\mathrm{cm^{-3}}$, which agrees with $H\Delta F$ to the five digits quoted. The injected free density is about $0.02\%$ of the trapped density. Both simplifications are sound at this voltage. The uniform distribution in space has not been justified yet.

\section{How far the result can be trusted}

Q: Restate what you are defending, so that I can attack it.

A: The film runs from the cathode at $x=0$ to the anode at $x=L$, with field magnitude $E(x)$ and $E(0)=0$. Traps of density $H$ per volume and energy hold the excess density $n_t=H\Delta F$, and the free density is $n=n_0e^{\Delta F/kT}$, with energies in eV. Uniform charge gave
\begin{equation}
J_u=q\mu n_0\frac VL e^{y},\qquad y=\frac{aV}{L^2},\qquad
a=\frac{2\varepsilon}{qHkT}.
\label{eq:restate}
\end{equation}
The example has $L=3000$~nm, $H=10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$ and $T=300$~K. At 10~V it has $y=5.70$, $\Delta F=0.147$~eV and $J_u=0.019~\mathrm{A/cm^2}$.

Q: My attack is current continuity. With $J=q\mu nE$ constant and $E$ going to zero at the cathode, $n$ diverges there. How can the charge be called uniform?

A: The free density diverges, but the trapped density depends only on its logarithm. Let us solve that problem, still with drift and trapped charge alone. Define the field that would carry $J$ with the equilibrium density,
\begin{equation}
E_\Omega=\frac{J}{q\mu n_0},\qquad\text{so that}\qquad
\frac{n}{n_0}=\frac{E_\Omega}{E}.
\end{equation}
Since $\Delta F=kT\ln(n/n_0)$, Poisson's equation becomes
\begin{equation}
\frac{dE}{dx}=\frac{qHkT}{\varepsilon}\ln\frac{E_\Omega}{E}.
\end{equation}
Use $t=\ln(n/n_0)$ as the variable. Then $E=E_\Omega e^{-t}$ and $dE=-E_\Omega e^{-t}dt$, so
\begin{equation}
dx=-\lambda\,\frac{e^{-t}}{t}\,dt,\qquad
\lambda=\frac{\varepsilon E_\Omega}{qHkT}.
\end{equation}
At the cathode $E=0$ means $t=\infty$. At the anode call the value $s$. The minus sign reverses the limits, and
\begin{align}
L&=\lambda\int_s^\infty\frac{e^{-t}}{t}\,dt=\lambda\,\mathrm E_1(s),
\label{eq:L}\\
V&=\int_0^L E\,dx=E_\Omega\lambda\int_s^\infty\frac{e^{-2t}}{t}\,dt
=E_\Omega\lambda\,\mathrm E_1(2s).
\label{eq:V}
\end{align}
The first integral defines the exponential integral $\mathrm E_1$. The second reduces to it with the variable $2t$, because $dt/t$ is unchanged by the factor 2.

Q: These are parametric formulas. How do they compare with $J_u$ at the same voltage?

A: Since $a=2\lambda/E_\Omega$,
\begin{equation}
y=\frac{2\lambda}{E_\Omega}\,
\frac{E_\Omega\lambda\,\mathrm E_1(2s)}{\lambda^2\,\mathrm E_1(s)^2}
=\frac{2\,\mathrm E_1(2s)}{\mathrm E_1(s)^2}.
\label{eq:y}
\end{equation}
With $J=q\mu n_0E_\Omega$, the ratio of the two currents is
\begin{equation}
R=\frac{J}{J_u}=\frac{E_\Omega L}{V}e^{-y}
=\frac{\mathrm E_1(s)}{\mathrm E_1(2s)}\,e^{-y}.
\label{eq:R}
\end{equation}
One solves \eqref{eq:y} for $s$ and inserts it in \eqref{eq:R}. For the example at 10~V this gives $s=4.41$ and $R=0.510$. Direct numerical integration of Poisson's equation with the same parameters gives the same ratio, $0.510$. The uniform-charge formula is therefore too large by about a factor of two, relative to this drift solution.

Uniform trapped charge gives a current proportional to $V\exp(aV/L^2)$ at fixed $L$ and $T$, and in the example at 10~V this is about twice the current of the drift solution that respects continuity. It remains to see whether this discrepancy grows with voltage, and what free charge, diffusion, the contacts and other departures from the model change.
